# The ZORA Zeeman and hyperfine operators for point and finite nuclei, part 2

One electron moves in the potential $V$ of a fixed nucleus with magnetic dipole $\boldsymbol\mu$, in a uniform field $\mathbf B$. The ZORA hyperfine operator is wanted, and whether a true delta function survives in it. Hartree atomic units are used, with $c=1/\alpha=137.036$, Bohr magneton $\tfrac12$, $V(\infty)=0$, $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$, $\boldsymbol\pi=\mathbf p+\mathbf A$.

Symmetry (section 1) allows, for $\mathbf v=\boldsymbol\mu$ or $\mathbf B$,

$$H^{(1)}=f_1(r)\,\mathbf v\cdot\mathbf L+f_2(r)\,\boldsymbol\sigma\cdot\mathbf v+f_3(r)\,\big[3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf v\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\mathbf v\big],$$

with $f_2=a^{-3}\,\Phi(r/a)$ for the dipole at a point charge. The large and small components obey (section 2)

$$(V-E)\phi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+(V-E-2c^2)\chi=0 .$$

ZORA drops $E$ from the second: $\chi=K\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi/2c$, $K=2c^2/(2c^2-V)$, $\langle\phi|\phi\rangle=1$. For $V=-Z/r$, $K=r/(r+a)$, $K'=a/(r+a)^2$, $a=Z/2c^2$. By powers of $\mathbf A$,

$$H^{(0)}=V+\tfrac12\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,$$

$$H^{(1)}=\tfrac12\big[\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf A+\boldsymbol\sigma\cdot\mathbf A\,K\,\boldsymbol\sigma\cdot\mathbf p\big],$$

$$H^{(1)}=\tfrac12\{\mathbf p,K\mathbf A\}+\tfrac12\,\boldsymbol\sigma\cdot\big[K\,\nabla\times\mathbf A+\nabla K\times\mathbf A\big].\tag{3}$$

$$\nabla K\times(\mathbf v\times\mathbf r)=\mathbf v\,(\mathbf r\cdot\nabla K)-\mathbf r\,(\mathbf v\cdot\nabla K).\tag{4}$$

For $\mathbf A_B=\tfrac12\,\mathbf B\times\mathbf r$, (5) was tested numerically with non-spherical $K$; (6) holds for spherical $K$:

$$H_Z=\tfrac14\big(K\,\mathbf B\cdot\mathbf L+\mathbf B\cdot\mathbf L\,K\big)+\tfrac12K\,\boldsymbol\sigma\cdot\mathbf B+\tfrac14\big[(\mathbf r\cdot\nabla K)\,\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\mathbf r)(\mathbf B\cdot\nabla K)\big].\tag{5}$$

$$H_Z=\tfrac12K\,\mathbf B\cdot(\mathbf L+\boldsymbol\sigma)+\tfrac14\,rK'\big[\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf B\cdot\hat{\mathbf r})\big].\tag{6}$$

The dipole has $\mathbf A_\mu=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. A uniformly magnetised sphere of radius $R$ replaces $r^{-3}$ by $f=1/\max(r,R)^3$; its inner field is $(8\pi/3)\alpha^2\boldsymbol\mu\,\delta_R$, with $\delta_R=3/(4\pi R^3)$ inside, zero outside. "The delta term" is the limit $R\to0$ of this piece; the $r^{-3}$ term is integrated outside. For $K=1$ (section 3),

$$H_\mu=\alpha^2\left\{\frac{\boldsymbol\mu\cdot\mathbf L}{r^3}+\frac{4\pi}{3}\,\boldsymbol\sigma\cdot\boldsymbol\mu\,\delta(\mathbf r)+\frac{3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\boldsymbol\mu}{2r^3}\right\}.$$

For nuclear spin $\tfrac12$, moment $\mu$ and delta-function expectation value $D$, the $s$-state splitting is

$$\Delta E=\frac{16\pi}{3}\,\alpha^2\mu\,D.\tag{2}$$

For hydrogen, $\mu=7.60516\times10^{-4}$ and the nonrelativistic $D=0.3183099\ \text{bohr}^{-3}$ give $2.15992\times10^{-7}\ E_h$, or $1421$ MHz.

## 6. The hyperfine operator

Put $\mathbf A=\mathbf A_\mu$ in (3). The orbital part follows as before, with $K/r^3$ in place of $K/2$. The curl is that of section 3, and the gradient term is (4) times $\alpha^2/r^3$:

$$H_\mu=\alpha^2\Big\{\tfrac12\Big(\frac{K}{r^3}\boldsymbol\mu\cdot\mathbf L+\boldsymbol\mu\cdot\mathbf L\frac{K}{r^3}\Big)+\tfrac12K\,\boldsymbol\sigma\cdot\Big[\frac{8\pi}{3}\delta(\mathbf r)\boldsymbol\mu+\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}\Big]$$

$$\qquad+\frac{(\mathbf r\cdot\nabla K)\,\boldsymbol\sigma\cdot\boldsymbol\mu-(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\mu\cdot\nabla K)}{2r^3}\Big\}.\tag{7}$$

Away from the origin (7) is tested in the same way as (5).

For spherical $K$ the last term is $(K'/2r^2)[\boldsymbol\sigma\cdot\boldsymbol\mu-(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})]$. To sort it into the structures of section 1, write $\mathcal T=3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\boldsymbol\mu$, so that $(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})=\tfrac13(\mathcal T+\boldsymbol\sigma\cdot\boldsymbol\mu)$ and the bracket equals $\tfrac23\boldsymbol\sigma\cdot\boldsymbol\mu-\tfrac13\mathcal T$. The isotropic part is $K'/(3r^2)=(4\pi/3)\,K'/(4\pi r^2)$. Define

$$\delta_a(r)=\frac{K'(r)}{4\pi r^2}.$$

Then

$$H_\mu=\alpha^2\left\{\frac{K}{r^3}\,\boldsymbol\mu\cdot\mathbf L+\frac{4\pi}{3}\,\boldsymbol\sigma\cdot\boldsymbol\mu\,\big[K\,\delta(\mathbf r)+\delta_a(r)\big]+\frac12\left(\frac{K}{r^3}-\frac{K'}{3r^2}\right)\mathcal T\right\}.\tag{8}$$

The volume integral of $\delta_a$ is $\int_0^\infty K'\,dr=K(\infty)-K(0)=1-K(0)$, and that of $K\delta(\mathbf r)$ is $K(0)$. For any spherical potential that stays below $2c^2$ and vanishes at infinity, the bracket multiplying $\boldsymbol\sigma\cdot\boldsymbol\mu$ has total weight one. The kinematic factor moves weight from the point to a distributed function and conserves the sum.

For the point charge all the weight has moved, since $K(0)=0$, and

$$\delta_a=\frac{a}{4\pi r^2(r+a)^2}=\frac1{a^3}\,\frac{1}{4\pi s^2(1+s)^2},\qquad s=\frac ra .$$

This fixes the function $\Phi$ of section 1. The weight inside radius $r$ is $K(r)$, so half of it lies within $r=a$ and the part beyond $r$ is $a/(r+a)$, a slowly falling tail. The length is $a=2.66\times10^{-5}$ bohr for $Z=1$ and $2.13\times10^{-3}$ bohr for $Z=80$.

Limit $a\to0$ against a bounded density. For a spherical density $\rho$, $\langle\delta_a\rangle=\int\delta_a\,\rho\,4\pi r^2dr=\int_0^\infty K'\rho\,dr$. Take $\rho=e^{-2r}$, which equals one at the origin, and treat $a$ as a free parameter. With $u=r+a$ and one integration by parts,

$$\int_0^\infty\frac{a\,e^{-2r}}{(r+a)^2}dr=a\,e^{2a}\int_a^\infty\frac{e^{-2u}}{u^2}du=a\,e^{2a}\left[\frac{e^{-2a}}{a}-2\int_a^\infty\frac{e^{-2u}}{u}du\right]=1-2a\,e^{2a}E_1(2a),$$

where $E_1(x)=\int_x^\infty e^{-t}t^{-1}dt$ behaves as $-\ln x$ plus a constant for small $x$. Quadrature, tested against this form, gives $0.988699$ for $a=10^{-3}$ bohr and $0.99997491$ for $a=10^{-6}$ bohr. The deficits divided by $2a$ are $5.65$ and $12.5$, and their difference, $6.9$, is $\ln10^3$. So $\delta_a\to\delta$, here with an error of order $a\ln a$. The deficit is $\int K'(1-\rho)\,dr$, and the logarithm arises where the tail $K'\approx a/r^2$ meets the cusp $1-\rho\approx2r$. A density for which $1-\rho$ starts as $r^2$ has no such logarithm, since $\int(1-\rho)\,r^{-2}dr$ then converges: for $\rho=e^{-r^2}$ the deficit tends to $a\int_0^\infty(1-e^{-r^2})\,r^{-2}dr=\sqrt\pi\,a$. The anisotropic term $-K'\mathcal T/6r^2$ needs the $l=2$ part of the spin density, which for a smooth state starts as $r^2$. A model integral is $\int K'r^2e^{-2r}dr$, and since $r^2/(r+a)^2\to1$ it tends to $a\int e^{-2r}dr=a/2$. The program confirms the ratio $\tfrac12$ at $a=10^{-6}$ bohr. This term vanishes in the limit, and (8) goes over into the operator of section 3.

That $K(0)=0$ removes the delta term is settled so far only for densities that are finite at the nucleus. The $s_{1/2}$ and $p_{1/2}$ eigenfunctions of $H^{(0)}$ for a point charge are not of that kind, as the next section shows.

## 7. Radial equations and the behaviour at the nucleus

Multiply $\boldsymbol\sigma\cdot\mathbf p$ from the left by $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and use the Pauli product rule on the last two factors:

$$\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\,\big[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\big]=\boldsymbol\sigma\cdot\hat{\mathbf r}\left[-i\,\partial_r+\frac{i}{r}\,\boldsymbol\sigma\cdot\mathbf L\right].$$

Angular spinors $\Omega_\kappa$ of definite $j$, $l$, $m_j$ are eigenfunctions of $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$, and the label $\kappa$ is defined by $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. Evaluating $j(j+1)-l(l+1)-\tfrac34$ gives $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so $\kappa=-1$ is $s_{1/2}$ and $\kappa=+1$ is $p_{1/2}$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, reverses parity and has unit square, so it maps $\Omega_\kappa$ on $\Omega_{-\kappa}$ up to a phase, chosen as $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. For $m_j=\tfrac12$,

$$\Omega_{-1}=\frac1{\sqrt{4\pi}}\begin{pmatrix}1\\0\end{pmatrix},\qquad \Omega_{+1}=-\frac1{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\varphi}\end{pmatrix},$$

the second being minus the first column of the matrix $\boldsymbol\sigma\cdot\hat{\mathbf r}$. With $(P/r)'+P/r^2=P'/r$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_\kappa=-i\left[\Big(\frac Pr\Big)'+(\kappa+1)\frac{P}{r^2}\right]\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=\frac ir\Big(P'+\frac{\kappa P}{r}\Big)\Omega_{-\kappa}.$$

Set $\phi=(P/r)\,\Omega_\kappa$ and $\chi=i(Q/r)\,\Omega_{-\kappa}$ with real $P$ and $Q$. The same formula with $\kappa\to-\kappa$ gives $\boldsymbol\sigma\cdot\mathbf p\,\chi=-(1/r)(Q'-\kappa Q/r)\Omega_\kappa$. The two field-free equations of section 2 become

$$c\Big(P'+\frac{\kappa P}{r}\Big)=(2c^2+\eta E-V)\,Q,\qquad c\Big(Q'-\frac{\kappa Q}{r}\Big)=(V-E)\,P,\tag{9}$$

with $\eta=1$ for Dirac and $\eta=0$ for ZORA.

For $V=-Z/r$ and $r\ll a$ only the $1/r$ terms matter. With $P=p_0r^\gamma$ and $Q=q_0r^\gamma$ they give $c(\gamma+\kappa)p_0=Zq_0$ and $c(\gamma-\kappa)q_0=-Zp_0$. The product of the two yields $c^2(\gamma^2-\kappa^2)=-Z^2$. Neither $\eta$ nor $E$ appears, so ZORA has the Dirac exponent. For $|\kappa|=1$,

$$\gamma=\sqrt{1-Z^2\alpha^2}<1 .$$

The negative root gives $P^2\sim r^{-2\gamma}$, which cannot be normalised for $\gamma\ge\tfrac12$; for smaller $\gamma$ the positive root is kept by continuity in $Z$. The density $\rho=P^2/4\pi r^2\approx N r^{2\gamma-2}$ diverges at the nucleus. This holds for $p_{1/2}$ too, because $p_0/q_0=Z\alpha/(1+\gamma)$ is not zero for $\kappa=+1$.

The delta term is thus zero times infinity, and the magnetised sphere decides it. For $R\ll a$, where $K\approx r/a$,

$$C(R)=\langle K\delta_R\rangle=\frac{3}{R^3}\int_0^RK\rho\,r^2dr\approx\frac{3N}{aR^3}\int_0^Rr^{2\gamma+1}dr=\frac{3N}{(2\gamma+2)\,a}\,R^{2\gamma-1}.\tag{10}$$

Without the factor $K$ the same integral is $3NR^{2\gamma-2}/(2\gamma+1)$, which diverges for every $Z>0$. The factor $K$ supplies one power of $R$, and that is enough if and only if $\gamma>\tfrac12$. The gradient term has $K'\to1/a$, so its integrand near the origin is $Nr^{2\gamma-2}/a$, integrable under the same condition. In the orbital and dipolar terms $KP^2/r^3\sim r^{2\gamma-2}/a$ once more. The condition $\gamma>\tfrac12$ means $Z^2\alpha^2<\tfrac34$, or

$$Z<\frac{\sqrt3}{2}\,c=118.68 .$$

The true statement is therefore conditional. For a point charge and a point dipole with $Z<118.68$, the delta term has zero expectation value in $|\kappa|=1$ states, and $\delta_a$ carries the whole isotropic coupling. Above that charge both the delta term and the gradient term diverge, and the point model has no first-order hyperfine energy. For $|\kappa|\ge2$ the exponent $\sqrt{\kappa^2-Z^2\alpha^2}$ exceeds $\sqrt3$ for all $Z<c$, and no such limit arises.

## 8. The exact 1s state

For $\kappa=-1$, $\eta=0$, try $P=r^\gamma e^{-\zeta r}$ and $Q=qP$ with constant $q$. Since $P'/P=\gamma/r-\zeta$, equations (9) become

$$c\Big(\frac{\gamma-1}{r}-\zeta\Big)=q\Big(2c^2+\frac Zr\Big),\qquad cq\Big(\frac{\gamma+1}{r}-\zeta\Big)=-\frac Zr-E .$$

The $1/r$ terms give $q=-Z/[c(1+\gamma)]$ and $c(\gamma-1)=qZ$, which together reproduce $1-\gamma^2=Z^2\alpha^2$. The constant terms give $\zeta=-2cq$ and $E=cq\zeta$:

$$\zeta=\frac{2Z}{1+\gamma},\qquad E_{\rm ZORA}=-\tfrac12\zeta^2 .$$

For $Z=80$, $\gamma=0.811906$, $\zeta=160/1.811906=88.3048\ \text{bohr}^{-1}$ and $-\zeta^2/2=-3898.87\ E_h$, which is the eigenvalue found by numerical shooting on (9). The program also compares the shooting $P^2$ with this form point by point.

Write $\phi=\varphi(r)\binom10$, so that $P=\sqrt{4\pi}\,r\varphi$ up to the normalisation and $P'-P/r=\sqrt{4\pi}\,r\varphi'$. The first of (9) says $2cQ=K(P'-P/r)$, and $2cQ=2cqP=-\zeta P$. Hence

$$K\varphi'=-\zeta\varphi,\qquad K\rho'=-2\zeta\rho,\qquad \rho=\varphi^2 .\tag{11}$$

Directly: $\varphi'/\varphi=-(1-\gamma+\zeta r)/r=-\zeta(r+a)/r$, because $(1-\gamma)/\zeta=(1-\gamma^2)/2Z=Z/2c^2=a$.

The normalised density is $\rho=Nr^{2\gamma-2}e^{-2\zeta r}$ with $4\pi N\,\Gamma(2\gamma+1)/(2\zeta)^{2\gamma+1}=1$, from $\int_0^\infty r^ne^{-br}dr=\Gamma(n+1)/b^{n+1}$.

### Hyperfine coupling

Integrate by parts and use (11):

$$\langle\delta_a\rangle=\int_0^\infty K'\rho\,dr=\big[K\rho\big]_0^\infty-\int_0^\infty K\rho'\,dr=2\zeta\int_0^\infty\rho\,dr .$$

The boundary term at the origin is $Nr^{2\gamma-1}/a$, the quantity that controls (10), and vanishes for $\gamma>\tfrac12$. Next, $\int\rho\,dr=N\,\Gamma(2\gamma-1)/(2\zeta)^{2\gamma-1}$, and $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$, so $\int\rho\,dr=(2\zeta)^2/[4\pi\cdot2\gamma(2\gamma-1)]$ and

$$\langle\delta_a\rangle=\frac{\zeta^3}{\pi\gamma(2\gamma-1)},\qquad F\equiv\frac{\langle\delta_a\rangle}{Z^3/\pi}=\frac{8}{(1+\gamma)^3\,\gamma\,(2\gamma-1)}.\tag{12}$$

The pole at $\gamma=\tfrac12$ is the divergence found above. The closed form is tested against direct quadrature of $K'\rho$ for $Z=1$ and $Z=80$.

Limit of small $Z$. With $x=Z^2\alpha^2$, $\gamma=1-x/2+\dots$, so $[2/(1+\gamma)]^3=1+\tfrac34x$, $1/\gamma=1+\tfrac12x$ and $1/(2\gamma-1)=1+x$ to first order. The sum is $F=1+\tfrac94x+\dots$, and quadrature for hydrogen gives $(F-1)/x=2.2502$. No logarithm appears, although section 6 found an error of order $a\ln a$ for a bounded density with a cusp. For $\rho\propto e^{-2Zr}$ that deficit is $2Za\ln(1/Za)=x\ln(1/Za)$ at leading logarithmic order. The ZORA density carries the extra factor $(Zr)^{2\gamma-2}\approx1+x\ln(1/Zr)$, which at $r\sim a$ adds $x\ln(1/Za)$. The two logarithms cancel. The operator $\delta_a$ and the singular wave function belong together, and $\delta_a$ evaluated with the nonrelativistic function is wrong at relative order $x\ln x$.

For hydrogen, (2) with $D=\langle\delta_a\rangle=0.318348\ \text{bohr}^{-3}$ gives $2.160179\times10^{-7}\ E_h$ against $2.159921\times10^{-7}\ E_h$ before, a rise of $0.17$ MHz on $1421$ MHz. The anomalous moment of the electron and the recoil of the proton, both left out, are each roughly of relative size $10^{-3}$, larger than this shift of $1.2\times10^{-4}$. The shift is a property of the model and no comparison with measurement is implied. The share of $\langle\delta_a\rangle$ that comes from $r<a$ is $0.5003$, close to $K(a)=\tfrac12$ because the density hardly changes over the length $a$. For $Z=80$,

$$\langle\delta_a\rangle=\frac{88.3048^3}{\pi\times0.811906\times0.623812}=4.32757\times10^5\ \text{bohr}^{-3},\qquad F=\frac{432756.5}{162974.7}=2.6554,$$

and the share from $r<a$ is $0.873$. It must exceed one half, since $K'$ puts equal weight on both sides of $a$ and $\rho$ decreases monotonically.

### The magnetised sphere at finite $R$

With the exact density the limit in (10) can be followed. At finite $R$ the gradient term uses $f$ in place of $r^{-3}$, so its isotropic part, in units of $(4\pi/3)\alpha^2\boldsymbol\sigma\cdot\boldsymbol\mu$, is $G(R)=\int fr^3K'\rho\,dr$. For $Z=80$, in $\text{bohr}^{-3}$:

| $R/a$ | $C(R)$ | $G(R)$ |
|---|---|---|
| $1$ | 153435 | 84555 |
| $10^{-2}$ | 20146 | 400345 |
| $10^{-4}$ | 1151 | 430911 |

At each radius the sum $C+G$ is tested against the expectation value of the unexpanded $H^{(1)}$, in the form (14) below. The approach to the point value follows from the small-$r$ forms. Relative to the point dipole, $G$ loses $\int_0^RK'\rho\,dr=NR^{2\gamma-1}/[(2\gamma-1)a]$ and regains $R^{-3}\int_0^Rr^3K'\rho\,dr=NR^{2\gamma-1}/[(2\gamma+2)a]=C/3$. Expressing the loss through (10),

$$C+G-\langle\delta_a\rangle\approx C\left[\frac43-\frac{2\gamma+2}{3(2\gamma-1)}\right]=1151.26\times(1.3333-1.9364)=-694\ \text{bohr}^{-3}$$

at $R/a=10^{-4}$, and the printed values give $1151.26+430911-432756.5\approx-694$. The exponent of $C(R)$, taken between $R/a=10^{-4}$ and $10^{-5}$, is $0.6238$ with $K$ and $-0.3762$ without it, as $2\gamma-1$ and $2\gamma-2$ require. For $Z=130$ the exponents are $-0.3674$ and $-1.3674$: the delta term grows as the sphere shrinks even with $K$ in place. The gradient integral with a lower cutoff is tested to diverge with the same exponent. For $Z=80$ the suppression is slow. At $R=10^{-2}a$, where $K(R)$ is about $0.01$, the delta term is still $20146/420491$, or $4.8\%$ of the total at that radius.

### The $g$ value

For an $s$ state with spin up along $\mathbf B$, $\mathbf L$ gives zero, $\sigma_z=1$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})\cos\theta$ averages to $\langle\cos^2\theta\rangle=\tfrac13$. Equation (6) gives $E^{(1)}=\tfrac12B\langle K+\tfrac13rK'\rangle$. The definition $E^{(1)}=g\cdot\tfrac12\cdot B\,m_j$ with $m_j=\tfrac12$ then gives $g=2\langle K+\tfrac13rK'\rangle$. The integrand is a total derivative times $\rho$, since $(r^3K)'=3r^2K+r^3K'$:

$$\langle K+\tfrac13rK'\rangle=\frac{4\pi}{3}\int(r^3K)'\rho\,dr=-\frac{4\pi}{3}\int r^3K\rho'\,dr=\frac{2\zeta}{3}\,4\pi\!\int r^3\rho\,dr=\frac{2\zeta}{3}\langle r\rangle .$$

The boundary term vanishes as $r^{2\gamma+2}$, so no condition on $\gamma$ arises here. With $\langle r\rangle=4\pi N\,\Gamma(2\gamma+2)/(2\zeta)^{2\gamma+2}=(2\gamma+1)/2\zeta$,

$$g=\tfrac23(1+2\gamma).\tag{13}$$

Limit of small $Z$: (13) is $2-\tfrac23x$. Term by term, $K\approx1-a/r$ and $rK'\approx a/r$ over most of the orbital, and $\langle1/r\rangle=Z$, so $2\langle K\rangle=2-x$ and $\tfrac23\langle rK'\rangle=\tfrac13x$. For hydrogen the two parts are $1.9999467$ and $0.0000177$, that is $2-5.33\times10^{-5}$ and one third of $5.33\times10^{-5}$. For $Z=80$ they are $1.662835+0.086373=1.749208$, and $\tfrac23(1+2\times0.811906)=1.749208$.

For a point charge and a point dipole with $Z<118.68$, the delta term has zero expectation value in $|\kappa|=1$ states and $\delta_a$ carries the whole isotropic coupling; the 1s coupling and $g$ value are known in closed form. Other states, the comparison with Dirac theory and a nucleus of finite charge radius remain.

Numbers in the example were calculated in double precision.
